**Density of a single-energy ballistic stream beyond a barrier**

The program examines the law $n(x)=j/v(K)$ with $K=K_0-U(x)$, where $n$ is the carrier density, $j$ the constant flux per width, $v$ the velocity, $K_0$ the kinetic energy at the barrier top and $U$ the potential energy measured from the top. It launches carriers at regular intervals, integrates their motion and asserts that the counted density agrees with the law within 0.5% for parabolic and nonparabolic bands. The same count asserts that density recovers after a potential dip and rises in a cosine band beyond its inflection. Further assertions cover the slope law, the transit time, the quantum reflection of a parabolic barrier, the leading quantum density correction and the nondegenerate limit of the energy average. For a 300 meV drop over 30 nm and $K_0=25$ meV, the output shows the density falling to 0.277 of its top value in a parabolic band and to 0.401 in the nonparabolic one. It also sizes the effects of energy spread, scattering, stream charge and drain-supplied carriers; the last exceed the stream at 30 nm when the drain bias is 0.30 V. Scattering and the gate response are estimated from rough input values, not simulated.

## Numerical verification

```python
# Result under test: a steady collisionless stream of one energy has density
# n(x) = j / v(K), K = K0 - U(x), so for a parabolic band
# n(x)/n(0) = sqrt(K0/(K0-U(x))).
# x: distance from barrier top; U: potential energy, zero at the top;
# K0: longitudinal kinetic energy at the top; j: flux per width; v: velocity;
# p: momentum; D: energy drop over length L in U = -D (x/L)^2.
# Internal units: nm, fs, eV; mass is therefore in eV fs^2/nm^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erfcx

hbar = const.hbar / const.e * 1e15
electron_mass = const.m_e * 1e12 / const.e

# Chosen round values and rough InGaAs-like material values
mass_ratio = 0.05
alpha = 1.2                 # nonparabolicity, 1/eV
K0, D, L = 0.025, 0.30, 30.0
top_density = 0.01          # 1/nm^2, equal to 1e12 cm^-2
temperature = 300.0
drain_bias = 0.50
scattering_time = 100.0     # rough, fs
phonon_energy = 0.034       # rough, eV
gate_capacitance = 2.0      # rough, uF/cm^2
valley_energy, band_gap = 0.5, 0.74   # rough, eV
m = mass_ratio * electron_mass
kT = const.k * temperature / const.e


def potential(x):
    return -D * (x / L)**2


def force(x):
    return 2 * D * x / L**2


def v_parabolic(K):
    return np.sqrt(2 * K / m)


def v_kane(K):
    s = 1 + 2 * alpha * K
    return np.sqrt((1 - 1 / s**2) / (2 * m * alpha))


def kinetic_parabolic(p):
    return p**2 / (2 * m)


def kinetic_kane(p):
    return (np.sqrt(1 + 2 * alpha * p**2 / m) - 1) / (2 * alpha)


def counted_density(kinetic, force_law, p0, x_end, duration, bins=28):
    """Count regularly launched carriers; return density divided by flux."""
    carriers = 100000
    spacing = duration / carriers
    ages = (np.arange(carriers) + 0.5) * spacing
    h = 1e-5

    def motion(t, y):
        velocity = (kinetic(y[1] + h) - kinetic(y[1] - h)) / (2 * h)
        return [velocity, force_law(y[0])]

    path = solve_ivp(motion, (0, duration), [0.0, p0], t_eval=ages,
                     method="DOP853", rtol=1e-9, atol=1e-10)
    assert path.success and path.y[0, -1] > x_end
    counts, edges = np.histogram(path.y[0], bins=bins, range=(0, x_end))
    return edges, counts * spacing / np.diff(edges)


def check_counts(result, velocity_at_x):
    edges, counted = result
    predicted = np.array([quad(lambda x: 1 / velocity_at_x(x), a, b)[0]
                          / (b - a) for a, b in zip(edges[:-1], edges[1:])])
    error = np.max(np.abs(counted / predicted - 1))
    # Integer counts of roughly a thousand limit the agreement.
    assert error < 0.005, error
    return error


# Carrier counting against the density law, in both bands
count_error = check_counts(
    counted_density(kinetic_parabolic, force, np.sqrt(2 * m * K0), L, 60.0),
    lambda x: v_parabolic(K0 - potential(x)))
p0_kane = np.sqrt(2 * m * K0 * (1 + alpha * K0))
kane_error = check_counts(
    counted_density(kinetic_kane, force, p0_kane, L, 80.0),
    lambda x: v_kane(K0 - potential(x)))

# A potential dip: density must recover after the dip (dimensionless test)
dip = counted_density(lambda p: p**2 / 2,
                      lambda x: -6 * (x - 4) * np.exp(-(x - 4)**2),
                      1.0, 8.0, 8.0)
check_counts(dip, lambda x: np.sqrt(1 + 6 * np.exp(-(x - 4)**2)))
assert dip[1].min() < 0.45 and abs(dip[1][-1] - 1) < 0.005

# A cosine band: beyond the inflection, acceleration in energy raises density
cosine = counted_density(lambda p: 1 - np.cos(p), lambda x: 0.1,
                         np.arccos(0.8), 14.0, 17.0)
check_counts(cosine, lambda x: np.sqrt((0.2 + 0.1*x) * (1.8 - 0.1*x)))
lowest = np.argmin(cosine[1])
assert abs(0.5 * (cosine[0][lowest] + cosine[0][lowest + 1]) - 8) < 1.1
assert cosine[1][-1] > 1.1 * cosine[1][lowest]

# Slope law from the curvature of the band
x_test, h = 10.0, 1e-3
K_test = K0 - potential(x_test)
p_test = np.sqrt(2 * m * K_test * (1 + alpha * K_test))
curvature = (kinetic_kane(p_test + h) - 2 * kinetic_kane(p_test)
             + kinetic_kane(p_test - h)) / h**2
slope = -(np.log(v_kane(K0 - potential(x_test + h)))
          - np.log(v_kane(K0 - potential(x_test - h)))) / (2 * h)
assert abs(slope / (-curvature * force(x_test)
                    / v_kane(K_test)**2) - 1) < 1e-3

# Closed forms for the parabolic barrier
omega = np.sqrt(2 * D / m) / L
fall_length = L * np.sqrt(K0 / D)
transit = np.arcsinh(L / fall_length) / omega
transit_sum = quad(lambda x: 1 / v_parabolic(K0 - potential(x)), 0, L)[0]
assert abs(transit / transit_sum - 1) < 1e-8
newton = solve_ivp(lambda t, y: [y[1], force(y[0]) / m], (0, transit),
                   [0, v_parabolic(K0)], rtol=1e-9, atol=1e-10)
assert abs(newton.y[0, -1] / L - 1) < 1e-6
half_x = np.sqrt(3) * fall_length
assert half_x < L
assert abs(v_parabolic(K0) / v_parabolic(K0 - potential(half_x)) - 0.5) < 1e-10
transit_kane = quad(lambda x: 1 / v_kane(K0 - potential(x)), 0, L)[0]


def quantum_barrier(kappa, z_end):
    """Outgoing wave on an inverted parabola; z = x/fall_length."""
    far = 12.0

    def k(z):
        return kappa * np.sqrt(1 + z**2)

    def log_slope(z):
        return z / (2 * (1 + z**2))

    psi = 1 / np.sqrt(k(far)) + 0j
    start = [psi, (1j * k(far) - log_slope(far)) * psi]
    wave = solve_ivp(lambda z, y: [y[1], -k(z)**2 * y[0]], (far, -far),
                     start, t_eval=[z_end, 0.0, -far], method="DOP853",
                     rtol=1e-9, atol=1e-11)
    assert wave.success
    ratios = np.abs(wave.y[0, :2])**2 * k(np.array([z_end, 0.0]))
    incoming = (wave.y[1, 2] + (log_slope(-far) + 1j * k(-far))
                * wave.y[0, 2]) / (2j * np.sqrt(k(-far)))
    return ratios[0], ratios[1], 1 - 1 / abs(incoming)**2


kappa = 2 * K0 / (hbar * omega)
quantum_end, quantum_top, reflection = quantum_barrier(kappa, L / fall_length)
for test_kappa in (0.5, kappa):
    numerical = quantum_barrier(test_kappa, 3.0)[2]
    # The finite outer boundary leaves a small matching error.
    assert abs(numerical - 1 / (1 + np.exp(np.pi * test_kappa))) < 1e-3
large_kappa = 10.0
excess = quantum_barrier(large_kappa, 3.0)[1] - 1
# Next-order terms are a few percent of this leading correction.
assert abs(excess * 4 * large_kappa**2 - 1) < 0.1


def thermal_stream(eta, u):
    """Return density ratio, scaled mean top velocity, quarter-plane sum."""
    nodes, weights = np.polynomial.legendre.leggauss(240)
    cutoff = np.sqrt(max(eta, 0) + 36)
    a = (nodes + 1) * cutoff / 2
    w = weights * cutoff / 2
    f = 1 / (1 + np.exp(a[:, None]**2 + a[None, :]**2 - eta))
    along = w * (f @ w)
    total = along.sum()
    return (along @ (a / np.sqrt(a**2 + u)) / total,
            along @ a / total, total)


half_states = m / (2 * np.pi * hbar**2)
eta = np.log(np.expm1(top_density / (half_states * kT)))
spread_ratio, scaled_velocity, total = thermal_stream(eta, D / kT)
assert abs(total / (np.pi / 4 * np.log1p(np.exp(eta))) - 1) < 1e-6
for u in (1.0, D / kT):
    assert abs(thermal_stream(-15.0, u)[0] / erfcx(np.sqrt(u)) - 1) < 1e-5
spread_velocity = scaled_velocity * np.sqrt(2 * kT / m)


def drain_density(x, bias):
    level = eta * kT - bias
    return 2 * half_states * kT * np.log1p(np.exp((level - potential(x)) / kT))


K_end = K0 + D
ratio_end = v_parabolic(K0) / v_parabolic(K_end)
ratio_end_kane = v_kane(K0) / v_kane(K_end)
flux = top_density * v_parabolic(K0)
flux_kane = top_density * v_kane(K0)
# Carrier flux 1/(nm fs) times charge gives A/nm; 1 A/nm = 1e6 mA/um.
current_factor = const.e * 1e15 * 1e6
charge_change = const.e * top_density * 1e14 * (1 - ratio_end_kane)
potential_shift = charge_change / (gate_capacitance * 1e-6)
phonon_rise = v_kane(K_end) / v_kane(K_end - phonon_energy) - 1

print(f"Effective mass (rough): {mass_ratio:.3f} electron masses")
print(f"Nonparabolicity (rough): {alpha:.2f} 1/eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"K0: {K0*1e3:.1f} meV; drop D: {D:.2f} eV; length L: {L:.1f} nm")
print(f"Top density: {top_density*1e14:.2e} cm^-2")
print(f"Drain bias: {drain_bias:.2f} V")
print(f"Field at L: {force(L)*10:.3f} MV/cm")
print("Profile: x (nm), U (meV), parabolic v (1e5 m/s), n/n0,")
print("         nonparabolic v (1e5 m/s), n/n0")
for x in np.linspace(0, L, 7):
    K = K0 - potential(x)
    print(f"{x:5.1f} {potential(x)*1e3:8.2f} {v_parabolic(K)*10:7.3f} "
          f"{v_parabolic(K0)/v_parabolic(K):7.4f} {v_kane(K)*10:7.3f} "
          f"{v_kane(K0)/v_kane(K):7.4f}")
print(f"End density, parabolic: {top_density*ratio_end*1e14:.3e} cm^-2")
print(f"End density, nonparabolic: {top_density*ratio_end_kane*1e14:.3e} cm^-2")
print(f"Current, parabolic: {flux*current_factor:.3f} mA/um")
print(f"Current, nonparabolic: {flux_kane*current_factor:.3f} mA/um")
print(f"Fall length: {fall_length:.3f} nm; half-density x: {half_x:.3f} nm")
print(f"Transit, parabolic: {transit:.2f} fs")
print(f"Transit, nonparabolic: {transit_kane:.2f} fs")
print(f"Stored carriers, parabolic: {flux*transit*1e3:.1f} per um width")
print(f"Largest counting error, parabolic: {count_error*100:.3f} %")
print(f"Largest counting error, nonparabolic: {kane_error*100:.3f} %")
print(f"Nonparabolic change of end ratio: {(ratio_end_kane/ratio_end-1)*100:.1f} %")
print(f"Barrier quantum hbar*omega: {hbar*omega*1e3:.2f} meV")
print(f"kappa: {kappa:.3f} (no unit)")
print(f"Quantum density change at top: {(quantum_top-1)*100:.2f} %")
print(f"Quantum density change at L: {(quantum_end-1)*100:.3f} %")
print(f"Quantum reflection: {reflection*100:.2f} %")
print(f"Source Fermi level above top: {eta*kT*1e3:.1f} meV")
print(f"Fermi-stream mean top velocity: {spread_velocity*10:.3f} 1e5 m/s")
print(f"Fermi-stream end n/n0, parabolic: {spread_ratio:.4f} (no unit)")
print(f"Maxwell-stream end n/n0, parabolic: {erfcx(np.sqrt(D/kT)):.4f} (no unit)")
print(f"Scattering time (rough): {scattering_time:.0f} fs")
print(f"Scattering chance: {(1-np.exp(-transit_kane/scattering_time))*100:.1f} %")
print(f"Phonon energy (rough): {phonon_energy*1e3:.0f} meV")
print(f"End-density rise after one phonon: {phonon_rise*100:.1f} %")
for bias in (drain_bias, D):
    print(f"Drain-supplied density at L, bias {bias:.2f} V: "
          f"{drain_density(L, bias)*1e14:.2e} cm^-2")
print(f"Gate capacitance (rough): {gate_capacitance:.1f} uF/cm^2")
print(f"Potential shift from stream thinning: {potential_shift*1e3:.1f} mV")
print(f"Kinetic energy at L: {K_end:.3f} eV")
print(f"Satellite valley, gap (rough): {valley_energy:.2f}, {band_gap:.2f} eV")
print("finished without a failed check")
```

Printed output:

```
Effective mass (rough): 0.050 electron masses
Nonparabolicity (rough): 1.20 1/eV
Temperature: 300 K; kT: 25.85 meV
K0: 25.0 meV; drop D: 0.30 eV; length L: 30.0 nm
Top density: 1.00e+12 cm^-2
Drain bias: 0.50 V
Field at L: 0.200 MV/cm
Profile: x (nm), U (meV), parabolic v (1e5 m/s), n/n0,
         nonparabolic v (1e5 m/s), n/n0
  0.0    -0.00   4.194  1.0000   4.015  1.0000
  5.0    -8.33   4.843  0.8660   4.573  0.8781
 10.0   -33.33   6.406  0.6547   5.813  0.6908
 15.0   -75.00   8.388  0.5000   7.159  0.5609
 20.0  -133.33  10.554  0.3974   8.343  0.4813
 25.0  -208.33  12.812  0.3273   9.292  0.4321
 30.0  -300.00  15.121  0.2774  10.015  0.4009
End density, parabolic: 2.774e+11 cm^-2
End density, nonparabolic: 4.009e+11 cm^-2
Current, parabolic: 0.672 mA/um
Current, nonparabolic: 0.643 mA/um
Fall length: 8.660 nm; half-density x: 15.000 nm
Transit, parabolic: 40.39 fs
Transit, nonparabolic: 46.64 fs
Stored carriers, parabolic: 169.4 per um width
Largest counting error, parabolic: 0.069 %
Largest counting error, nonparabolic: 0.061 %
Nonparabolic change of end ratio: 44.6 %
Barrier quantum hbar*omega: 31.87 meV
kappa: 1.569 (no unit)
Quantum density change at top: 9.30 %
Quantum density change at L: -0.078 %
Quantum reflection: 0.72 %
Source Fermi level above top: 95.1 meV
Fermi-stream mean top velocity: 3.785 1e5 m/s
Fermi-stream end n/n0, parabolic: 0.2422 (no unit)
Maxwell-stream end n/n0, parabolic: 0.1593 (no unit)
Scattering time (rough): 100 fs
Scattering chance: 37.3 %
Phonon energy (rough): 34 meV
End-density rise after one phonon: 2.3 %
Drain-supplied density at L, bias 0.50 V: 9.26e+09 cm^-2
Drain-supplied density at L, bias 0.30 V: 2.00e+12 cm^-2
Gate capacitance (rough): 2.0 uF/cm^2
Potential shift from stream thinning: 48.0 mV
Kinetic energy at L: 0.325 eV
Satellite valley, gap (rough): 0.50, 0.74 eV
finished without a failed check
```
